Silicene in a Perpendicular Field: Gap Closing for One Spin per Valley

In silicene the two sublattices A and B lie in planes a distance d apart, so a perpendicular field gives them potential energies +V and −V. Symmetry nearly fixes how this competes with spin-orbit coupling. Label the valleys by η = ±1 and the spin along the normal by s = ±1, taken as conserved for now. Let m be half the energy difference between the A and B states at a valley point. Time reversal flips η and s together and keeps the sublattices, so m depends on them through the product ηs. Inversion exchanges A with B, flips η and V, and keeps s. Hence

m(ηs, V) = −m(−ηs, −V).

To first order in V and in the spin-orbit energy λ, both of which have the dimension of m, a constant and a term ηsV are forbidden. What remains, with the coefficients absorbed into V and λ, is

m = V + ηsλ.

For V = λ > 0 the mass vanishes when s = −η: one spin in each valley. A lattice model must now show that the direct gap is 2|m|, and that no smaller gap lies elsewhere in the zone.

Let a be the lattice constant. The in-plane bonds from A to B are

δ₁ = (a/√3)(0, 1), δ₂ = (a/√3)(−√3/2, −1/2), δ₃ = (a/√3)(√3/2, −1/2),

and the second-neighbour vectors are

b₁ = δ₂ − δ₃, b₂ = δ₃ − δ₁, b₃ = δ₁ − δ₂, with b₁ + b₂ + b₃ = 0.

Electrons hop along bonds with amplitude −t. A second-neighbour hop passes over an intermediate atom and turns left or right there. Time reversal makes its spin-dependent part imaginary and odd in s. Reversing the hop reverses the turn and, by hermiticity, conjugates the amplitude. We take −isλ/(3√3) for a left turn and +isλ/(3√3) for a right turn. Inversion acts in the plane as a half-turn, which preserves the sense of turning, so the rule holds on both sublattices. A spin-independent second-neighbour hopping would add the same energy to both sublattices and leave direct gaps alone; it is omitted.

On A, the hop from R + b_j to R turns left and the one from R − b_j turns right. Their Bloch sum is

−i[exp(ik·b_j) − exp(−ik·b_j)] = 2 sin(k·b_j).

On B the turns are interchanged. For each spin, therefore,

H_AA = −H_BB = V + sλg, H_AB = −tf,
f = Σ_j exp(ik·δ_j), g = (2/(3√3)) Σ_j sin(k·b_j).

This is a combination of three anticommuting Pauli matrices τ acting on the sublattices, so its square is a number:

E² = t²|f|² + (V + sλg)², |f|² = 3 + 2Σ_j cos(k·b_j).

The bands are +E and −E, and at half filling the lower one is full.

The valley points are K_η = η(4π/3a, 0). There k·b_j = 2πη/3 modulo 2π for every j. The cosines are −1/2, giving f = 0, and the sines are η√3/2, giving g = η. The levels are ±(V + ηsλ), and the direct gap is

Δ_ηs = 2|V + ηsλ|.

Now set k = K + q. Since K·δ₁ = 0, K·δ₂ = −2π/3 and K·δ₃ = 2π/3, the first-order term of f is

f ≈ (ia/√3)[q_y + exp(−2πi/3)(−√3q_x/2 − q_y/2) + exp(2πi/3)(√3q_x/2 − q_y/2)].

The q_x terms add to (√3/2)(2i sin(2π/3))q_x = (3i/2)q_x, and the q_y terms to (1 + 1/2)q_y. Thus f ≈ (√3a/2)(−q_x + iq_y). The other valley follows from f(−k) = f(k)*. Together,

H ≈ ħv(ηq_xτ_x + q_yτ_y) + (V + ηsλ)τ_z, ħv = √3at/2.

In g the linear term vanishes because Σb_j = 0. With Σ(q·b_j)² = 3a²q²/2, the quadratic term is

(2/(3√3)) × (−√3/4) × (3a²q²/2) = −a²q²/4,

so g ≈ η(1 − a²q²/4).

The mass thus varies with q, and the smallest gap need not lie at K_η unless t is large enough. A bound settles this. Write θ_j = k·b_j and consider F = |f|² + g² − 1. At its minimum, with the sum of the θ_j fixed, the derivatives with respect to the three angles are equal:

−2 sin θ_j + (8/27)(Σ_l sin θ_l) cos θ_j = the same constant for each j.

Such a combination of sine and cosine takes a given value at most twice per period, so two angles coincide. Call them x; the third is −2x. With p = 1 + 2cos x, which lies between −1 and 3,

|f|² = 3 + 4cos x + 2cos 2x = p²,
g² = (4/27)[2 sin x(1 − cos x)]² = (1 + p)(3 − p)³/27 = 1 − p²(18 − 8p + p²)/27,
F = p²(9 + 8p − p²)/27 = p²(9 − p)(1 + p)/27 ≥ 0.

The same reasoning applied to a maximum of g² again gives two equal angles. Since 18 − 8p + p² = (p − 4)² + 2 is positive, |g| ≤ 1. Combining the two results,

1 − |g| ≤ 1 − g² ≤ |f|² throughout the zone.

Let M = |V| − λ and D = 1 − |g|. Then (V + sλg)² ≥ (|V| − λ|g|)² = (M + λD)². If M ≥ 0, this is at least M². If M < 0, then |M| ≤ λ, and dropping λ²D² gives

(M + λD)² ≥ M² − 2|M|λD ≥ M² − 2λ²|f|²,
E² ≥ M² + (t² − 2λ²)|f|².

For t² > 2λ² the minimum of E is therefore |M|. It is reached at the valley points, and the global gap is

E_gap = 2| |V| − λ |.

The condition is sufficient, not necessary, but some condition is needed. At the zone-edge midpoint with angles (0, π, π), |f| = 1 and g = 0. At V = 0 the direct gap there is 2t, which is below 2λ once λ > t.

At V = λ the species s = −η has mass function λ(1 − |g|) ≈ λa²q²/4 near its valley point. This is of second order in q, while t|f| is of first order, so

E = ħvq to leading order.

The other spin has mass of magnitude 2λ and gap 4λ. In valley K the gapless spin is down; in K′ it is up, as time reversal requires. At V = −λ the roles swap. No other point closes, because E = 0 requires f = 0, and three unit phasors add to zero only when they are 120° apart, which happens at the two valley points. At V = 0 both spins have gap 2λ. For V > λ the gaps are 2V − 2λ and 2V + 2λ, so the potential sets the mean gap and spin-orbit coupling splits it.

The gap reopens in a different insulating state. Write H for one spin as a vector of length E with polar angle ϑ and azimuth φ. The lower state is (−sin(ϑ/2)exp(−iφ), cos(ϑ/2)), with Berry connection

A = i⟨u|∇u⟩ = sin²(ϑ/2)∇φ.

Moving k by a reciprocal lattice vector changes φ by a constant, so A is periodic. It is singular only where f = 0 and the mass is negative, since there sin²(ϑ/2) = 1. The in-plane part ħv(ηq_x, q_y) makes φ wind by 2πη around valley η. Cutting out small discs around the singular points and applying Stokes's theorem gives the Chern number, the total Berry flux divided by 2π:

C_s = −Σ_(m<0) η = ½[sgn(V + sλ) − sgn(V − sλ)].

It equals s for |V| < λ and zero for |V| > λ. An integer cannot change while the gap stays open, so with conserved spin some closing must separate the two regimes. A numerical evaluation at λ = 0.3t gave +1 and −1 for spin up and down at V = 0.1t, and zero for both at V = 0.5t.

For an example take rough, rounded values for free-standing silicene: a = 0.39 nm, d = 0.046 nm and t = 1.1 eV. For the spin-orbit energy take λ = 4 meV, which is at the high end of estimates. First-principles gaps near 1.5 meV correspond to λ of about 0.8 meV and would lower the closing fields below about fivefold. Then

ħv = 0.866 × 0.39 nm × 1.1 eV = 0.3715 eV nm,

or v ≈ 5.6 × 10⁵ m/s. Since λ/t is about 0.004, the bound applies with a wide margin. If E_in is the field between the atomic planes and each valley state lies wholly in one plane, as it does in this one-orbital model, then V = eE_in d/2, and closing requires

E_in = 2λ/(ed) = 8 meV/(e × 0.046 nm) = 0.174 V/nm = 1.74 MV/cm.

At V = 2, 4 and 6 meV the spin-down gap at K is 4, 0 and 4 meV, while the spin-up gap is 12, 16 and 20 meV. In real buckled silicene the valley states also have weight on the p_x and p_y orbitals of the other plane, which shortens the lever arm. A nearest-neighbour sp³ tight-binding model without on-site dipoles gives V of only about 0.73 eE_in d/2, which would put the inner closing field near 2.4 MV/cm. The fields below use V = eE_in d/2 and do not include this reduction.

The applied field is larger, because the electrons screen it. In a filled lower-band state the weight on B is ½[1 + (V + sλg)/E]. The number of electrons moved from A to B per cell is therefore

δn = Σ_s ⟨(V + sλg)/(2E)⟩,

averaged over the zone. Treat the planes as uniform sheets, and let A_cell = 0.1317 nm² be the cell area. Plane A then carries charge +eδn per cell and plane B the opposite, and Gauss's law gives E_in = E_app − eδn/(ε₀A_cell). Multiplying by ed/2,

eE_app d/2 = V + [e²d/(2ε₀A_cell)]δn.

The bracket is 3.160 eV, and at V = λ the average gives δn = 0.00325. The right-hand side is 4.0 + 10.3 = 14.3 meV, so E_app = 6.20 MV/cm, or 3.57 times the inner field. Refining the mesh from 600 to 1200 points per direction moved this by less than 0.0001 MV/cm. The ratio hardly changes over the range computed, for a simple reason: when V and λ are much smaller than t, the λ terms cancel between the spins to leading order and δn ≈ V⟨1/(t|f|)⟩, which is linear in V.

The sheet picture itself is crude. A silicon p orbital has an rms height of about 0.12 nm, more than the distance between the planes, and the charge also alternates within the layer. Replacing the sheets by Gaussian p-orbital densities gives a coefficient between roughly 1 and 4 eV as the orbital width is varied by 20% either way, and an applied field at closing between about 3 and 7 MV/cm. The value 6.20 MV/cm is therefore an order-of-magnitude estimate, however well its mesh has converged.

Spin is not strictly conserved in a buckled layer. Write (σ×n)_z = σ_x n_y − σ_y n_x for a unit vector n. One Rashba term, of energy r, accompanies second-neighbour hops. It adds to the A block

(4r/3) Σ_j (σ×b̂_j)_z sin(k·b_j) = w·σ,

and the opposite to the B block, where w is an in-plane vector. The diagonal part is still proportional to τ_z and still anticommutes with the hopping part, so

E² = t²|f|² + [V ± √(λ²g² + w²)]².

At the valley points the three sines are equal and the b̂_j sum to zero, so w = 0 and the closing stays at V = λ. Nearby |w| ≈ raq, which alters the bracket at order q² and leaves the velocity unchanged. For r = 0.7 meV, a rough value, the ratio ra/(ħv) is 7 × 10⁻⁴, and the computed gaps at V = λ/2, λ and 2λ did not change at the level of 0.001 μeV.

The second Rashba term, induced by the field, accompanies nearest-neighbour hops and adds i(R/3) Σ_j (σ×δ̂_j)_z exp(ik·δ_j) to the A-B block. At K the phase sums of δ̂_x and δ̂_y are 3i/2 and 3/2, as in the expansion of f, so the term becomes (iR/2)(σ_x − iσ_y). This couples spin down on A, at energy V − λ, to spin up on B, at −V − λ. The four levels are

V + λ, λ − V, −λ + √(V² + R²), −λ − √(V² + R²).

The middle two cross when √(V² + R²) = 2λ − V. Squaring gives R² = 4λ² − 4λV, or

V = λ − R²/(4λ).

The closing survives but moves. At K one of the touching states, at energy λ − V, is still purely spin down on B; the other now mixes spin down on A with spin up on B. With an assumed allowance R = 0.1 meV the shift is 0.6 μeV, negligible beside λ.

Temperature matters far more for a switch. A cone of mass m has density of states E/(2πħ²v²) per unit area above |m|. In an undoped layer the chemical potential stays at zero by the symmetry of the bands, so the conduction electrons number

n = Σ_ηs ∫_|m|^∞ [E/(2πħ²v²)] dE/[exp(E/kT) + 1].

Compare the gapless point V = λ with V = 2λ, where the smaller gap is again 8 meV. At 300 K, kT = 25.9 meV and the densities are 2.50 × 10¹¹ and 2.46 × 10¹¹ cm⁻², a ratio of 1.02: opening the gap removes almost no carriers. At 4 K the ratio is about 7000, but the larger density is then only 2 × 10⁷ cm⁻², and doping of a few times that density would hide most of the change in carrier number.

An in-plane field F also limits the insulating state. For motion along F at mid-gap energy, the evanescent wave number is κ = √(m² − (eFx)²)/(ħv). The tunnelling exponent is the area of a half disc:

2∫κ dx = [2/(ħveF)](πm²/2) = πm²/(ħveF), P = exp[−πm²/(ħveF)].

Direct time evolution with m²/(ħveF) = 0.16 gave P = 0.6049, in agreement with the formula. For m = 4 meV, P reaches 1/e at F = 1.35 kV/cm, and the decay length ħv/m is 93 nm. A channel meant to block current at V = 2λ must therefore be much longer than this and work at lower in-plane fields.

Set beside a real device, the gate fields are high but not excluded. For a neutral layer between symmetric gates with an oxide of permittivity 3.9, continuity of the displacement field turns the sheet estimate into an oxide field of 6.20/3.9 = 1.59 MV/cm at closing and 3.18 MV/cm at V = 2λ, against a rough breakdown field of 10 MV/cm. Screening by the σ orbitals and the shorter lever arm of the valley states are left out and would raise these values: in the sp³ model mentioned above, the sheet estimate of the applied field at closing becomes about 9 MV/cm for the same 8 meV gap, and the oxide fields about 2.3 and 4.6 MV/cm. Exchange and correlation are also missing. The assumption most exposed in practice is that of a free-standing layer. A substrate that distinguishes the sublattices adds an offset V₀, so that V = V₀ + eE_in d/2. The closing still occurs at V = λ, with the same δn, so the inner and applied fields at closing shift by the same amount, about 0.43 MV/cm for each meV of V₀. An offset of 4 meV would make the inner field vanish at one closing; bringing that closing to zero applied field would take the full 14.3 meV of the sheet estimate. Bonding strong enough to reshape the π bands invalidates the model altogether. The numerical output below lists the main computed values.

Numbers as computed

```
INPUTS (rough, rounded)
lattice constant a = 0.39 nm, buckling d = 0.046 nm
hopping t = 1.1 eV, spin-orbit energy lam = 4.0 meV
hbar*v = 0.3715 eV nm, v = 5.644e+05 m/s
cell area = 0.1317 nm^2
GAPS AT K: V (meV) | inner field, applied field (MV/cm) | up, down gap (meV)
 0.0 |  0.000   0.00 |  8.000  8.000
 2.0 |  0.870   3.10 | 12.000  4.000
 4.0 |  1.739   6.20 | 16.000  0.000
 6.0 |  2.609   9.30 | 20.000  4.000
 8.0 |  3.478  12.40 | 24.000  8.000
at K', V = lam: up gap = 0.000 meV, down gap = 16.000 meV
at K, V = -lam: up gap = 0.000 meV, down gap = 16.000 meV
CHERN NUMBERS, test model lam = 0.3 t
V = 0.1 t: spin up 1, spin down -1
V = 0.5 t: spin up 0, spin down 0
SCREENING BY THE PI ELECTRONS
electrostatic energy e^2 d/(2 eps0 area) = 3.160 eV
electrons moved per cell at V = lam: 0.00325
critical field: inner 1.739, applied 6.20 MV/cm
ratio applied/inner = 3.57
mesh shift of applied field, 600 to 1200: 0.0000 MV/cm
oxide: permittivity 3.9, rough breakdown 10 MV/cm
oxide field at V = 1 lam: 1.59 MV/cm
oxide field at V = 2 lam: 3.18 MV/cm
RASHBA TERMS
second-neighbour energy 0.7 meV: a*r2/(hbar v) = 7.35e-04
largest gap change from it: 0.000 micro-eV
nearest-neighbour allowance R = 0.1 meV: closing moves by 0.625 micro-eV
THERMAL ELECTRONS, undoped layer
300 K: kT = 25.852 meV
  density at V = lam: 2.502e+11 cm^-2, at 2 lam: 2.456e+11 cm^-2
  ratio = 1.019
4 K: kT = 0.345 meV
  density at V = lam: 2.254e+07 cm^-2, at 2 lam: 3.151e+03 cm^-2
  ratio = 7151
INTERBAND TUNNELLING at V = 2 lam, smaller mass
mass = 4.0 meV, decay length hbar v/m = 92.9 nm
in-plane field for probability 1/e: 1.353 kV/cm
test at mu = 0.4: evolved 0.6049, formula 0.6049
```
